# Surface-limited carrier lifetime of a silicon wafer passivated on both faces

## Problem

A p-type silicon wafer of thickness $W=180$ µm is coated on both faces with aluminium oxide by atomic layer deposition. Each face has surface recombination velocity $S=5$ cm/s. The excess electrons diffuse with $D=31.02$ cm²/s, which follows from the Einstein relation $D=(k_BT/e)\mu$ with $k_BT=0.02585$ eV at 300 K and a rough mobility $\mu=1200$ cm²/Vs.

(a) If carriers recombine at the surfaces alone, what is their lifetime?

(b) Up to what $S$ can the simple estimate be trusted?

(c) What lifetime would be measured if the bulk recombines too?

The wafer is taken as flat, wide and uniform along its faces, with constant $S$ and $D$. The equations below hold in any consistent units.

## A tempting solution

"$S$ is a velocity, so carriers move to the surface at 5 cm/s and die there. A carrier is at most $W/2$ from the nearer face, and on average $W/4=45$ µm. The mean lifetime is therefore

$$\frac{W}{4S}=\frac{0.0045\ \text{cm}}{5\ \text{cm/s}}=0.9\ \text{ms}."$$

## Where it fails

The fault is in the first sentence. $S$ is not a speed of travel. It is defined by the loss at the surface: if the excess density next to a face is $n_s$, that face removes $S n_s$ carriers per unit area and time. The ratio of a flux to a density has the unit of a velocity, but nothing need move at that velocity.

The two pictures even start with the same loss. If carriers marched outwards at speed $S$ from an initially uniform density $n_0$, each face would receive the flux $Sn_0$. That flux would stay constant until the last carrier arrived at time $W/(2S)$. The total would fall linearly to zero, with mean survival time $W/(4S)$.

In the real wafer diffusion keeps refilling the region near the faces from the interior. The density falls everywhere together, and the loss falls in proportion. The decay is then exponential rather than linear, and the mean survival time is twice as long.

## Right solution

**Carrier balance.** Let $n$ be the excess density, nearly uniform across the wafer. Per unit area the wafer holds $Wn$ carriers, and its two faces remove $2Sn$ per unit time:

$$W\frac{dn}{dt}=-2Sn\quad\Rightarrow\quad n\propto e^{-t/\tau},\qquad \tau=\frac{W}{2S}=\frac{0.018\ \text{cm}}{2\times5\ \text{cm/s}}=1.8\ \text{ms}.$$

This rests on the density being nearly uniform, which must be shown.

**The slowest mode.** Put $z=0$ at the midplane. Inside the wafer $\partial n/\partial t=D\,\partial^2n/\partial z^2$. At $z=W/2$ the outward diffusion flux supplies the surface loss, $-D\,\partial n/\partial z=Sn$, and the other face is its mirror image. Try $n=\cos(kz)\,e^{-t/\tau_s}$. The diffusion equation gives $1/\tau_s=Dk^2$, and the boundary condition gives

$$Dk\sin\frac{kW}{2}=S\cos\frac{kW}{2}.$$

Define $x=kW/2$ and $b=SW/(2D)$. Dividing by the cosine and multiplying by $W/(2D)$,

$$x\tan x=b,\qquad \tau_s=\frac{1}{Dk^2}=\frac{W^2}{4Dx^2}.$$

The left side rises from 0 to infinity as $x$ goes from 0 to $\pi/2$, so there is one root in this interval. The antisymmetric modes $\sin(kz)$ obey $x\cot x=-b$, which needs $x>\pi/2$. The next symmetric root lies above $\pi$. Both decay faster.

**How far is $\tau_s$ from $W/(2S)$?** From the definition of $b$, $W/(2S)=W^2/(4Db)$, and the mode condition gives $1/b=\cot x/x$. Subtracting,

$$\tau_s-\frac{W}{2S}=\frac{W^2}{4D}\,g(x),\qquad g(x)=\frac1{x^2}-\frac{\cot x}{x}=\frac{\sin x-x\cos x}{x^2\sin x}.$$

To bound $g$, note that the derivative of $\sin t-t\cos t$ is $t\sin t$. The numerator is therefore $\int_0^x t\sin t\,dt$, and with $t=sx$

$$g(x)=\int_0^1 s\,\frac{\sin(sx)}{\sin x}\,ds.$$

For $0<s<1$ the logarithm of the ratio $\sin(sx)/\sin x$ has the $x$-derivative

$$s\cot(sx)-\cot x=\frac{(sx)\cot(sx)-x\cot x}{x}.$$

This is positive because $y\cot y$ decreases with $y$: its derivative is $(\tfrac12\sin2y-y)/\sin^2y$, which is negative for $y>0$. So $g$ rises steadily with $x$. At $x\to0$ the ratio tends to $s$, and $g\to\int_0^1s^2ds=1/3$. At $x=\pi/2$ the cotangent vanishes, and $g=4/\pi^2$. Hence, for every finite positive $S$,

$$\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<\frac{W}{2S}+\frac{W^2}{\pi^2D}.$$

The second terms are lower and upper bounds on the delay caused by diffusion to the faces. Here they are 0.870 µs and 1.058 µs, against 1800 µs for the first term. The root of $x\tan x=b$ with $b=1.451\times10^{-3}$ gives $\tau_s=1.8009$ ms, and a direct solution of the diffusion equation on 400 cells gives the same value. The answer to (a) is about 1.8 ms, and the simple estimate is low by 0.05%.

The uniformity is also reached quickly. For small $b$ the first antisymmetric mode has $x\approx\pi/2$, so $k\approx\pi/W$ and its lifetime is about $W^2/(\pi^2D)$, roughly a microsecond. An uneven initial profile is levelled in a few microseconds, long before the surfaces have removed much.

**Steady light.** Suppose light generates $G$ carriers per volume and time uniformly, and the lifetime is defined as the mean density divided by $G$. Integrating $Dn''+G=0$ twice, with symmetry about $z=0$, gives

$$n=n_s+\frac{G}{2D}\left(\frac{W^2}{4}-z^2\right).$$

Each face must remove half the generation, so $Sn_s=GW/2$. The mean of $z^2$ is $W^2/12$, so the bracket averages to $W^2/6$, and

$$\frac{\bar n}{G}=\frac{W}{2S}+\frac{W^2}{12D}.$$

This equals the lower bound on the decay lifetime. The two definitions agree here to the digits given.

## When the estimate fails

For small $b$, $g\approx1/3$, and the diffusion delay relative to $W/(2S)$ is

$$\frac{W^2/(12D)}{W/(2S)}=\frac{SW}{6D}.$$

It reaches 5% at $S=0.3D/W=517$ cm/s, where the mode condition gives 5.05%. This answers (b): the estimate is good to about 5% up to roughly 500 cm/s for this wafer. At $S=10^5$ cm/s it gives 0.090 µs, while the slowest mode has a lifetime of 1.132 µs. However fast the surfaces remove carriers, those in the interior must first diffuse there.

Passivating both faces matters. If the velocities $S_1$ and $S_2$ are both small, the balance reads $W\,dn/dt=-(S_1+S_2)n$, so $\tau=W/(S_1+S_2)$. Faces with 2 and 8 cm/s again give 1.8 ms. If one face is left bare, with $S$ so large that $n\approx0$ there, while the other has almost no outward flux, the profile is a quarter wave with $k=\pi/(2W)$. The lifetime is then

$$\frac{1}{Dk^2}=\frac{4W^2}{\pi^2D}=4\times1.058\ \text{µs}\approx4.2\ \text{µs}.$$

The numerical solution with $10^6$ cm/s on one face and 5 cm/s on the other gives 4.24 µs. At this $S$ the bare face shortens the lifetime by a factor of more than 400; a bare face with a smaller $S$ shortens it less.

## Adding the bulk

Let the bulk remove carriers at the rate $n/\tau_b$ with constant $\tau_b$. Writing $n=u\,e^{-t/\tau_b}$ cancels that term and leaves the pure diffusion problem for $u$. The rates therefore add: $1/\tau_{\text{eff}}=1/\tau_s+1/\tau_b$.

Take an acceptor density of $7\times10^{15}$ cm⁻³ and an excess density of $10^{15}$ cm⁻³, so the hole density is $p=8\times10^{15}$ cm⁻³. With rough coefficients the rates are:

- surfaces: $1/(1.8009\ \text{ms})\approx555$ s⁻¹
- defects, with a lifetime of 3 ms: $333$ s⁻¹
- radiative: $Bp=5\times10^{-15}\times8\times10^{15}=40$ s⁻¹
- Auger: $Cp^2=10^{-30}\times(8\times10^{15})^2=64$ s⁻¹

The sum is about 992 s⁻¹, so the answer to (c) is $\tau_{\text{eff}}\approx1.0$ ms. Without the defects it would be 1.5 ms.

The radiative and Auger rates depend on density, so here the addition holds at each instant, as long as $n$ is nearly uniform. This was tested by simulating a flash absorbed within about 10 µm of one face. Between 20 and 30 µs after the flash the total decayed at 992.1 s⁻¹, equal to the sum of the rates at the density of that moment.

Someone who measured this lifetime, 1.01 ms before rounding, and ignored the bulk would infer $S=W/(2\tau_{\text{eff}})\approx8.9$ cm/s instead of 5 cm/s. Apart from the 0.05% diffusion correction, such a value is an upper limit for $S$.

## The model beside a real wafer

A thickness of 180 µm and a velocity of a few cm/s are in the regime of solar-cell wafers with good annealed aluminium oxide films. A defect lifetime of 3 ms belongs to a good wafer. With the other rates as above, the bulk removes more carriers than the surfaces once the defect lifetime falls below about 2.2 ms.

**Texture.** Solar wafers are often etched into pyramids with (111) facets. The normal of such a facet makes an angle with the wafer normal whose cosine is $1/\sqrt3$, so the surface area grows by $\sqrt3$. For slow surfaces and nearly uniform $n$, carrier balance gives the rate $S\times$ area/volume for any shape; for a sphere of radius 90 µm the diffusion equation confirms this to 0.03%. With both faces textured, and local $S$ and mean thickness held fixed, the surface lifetime falls from 1.8 to 1.04 ms.

**Edges.** Let the edges of a square wafer of side $a=156$ mm be bare, with $n=0$ there. Under steady uniform light the density rises from an edge as $1-e^{-r/L}$, where $r$ is the distance from the edge and $L=\sqrt{D\tau}=2.36$ mm for the surface-limited $\tau=1.8$ ms. Bulk recombination would shorten $L$ and reduce the loss. The missing part equals a strip of width $L$ along each edge, a fraction $4L/a=6.1\%$ of the wafer's carriers. The full solution for the square gives 5.9%, because the strips count the corners twice.

**Smaller effects.** Excess electrons and holes must move together, which replaces $D$ by the ambipolar value $(n+p)D_nD_p/(nD_n+pD_p)$. With a hole mobility of 450 cm²/Vs, $n=10^{15}$ and $p=8\times10^{15}$ cm⁻³, this is about 26.2 cm²/s, 16% below the value used above. The limit $0.3D/W$ in (b) then falls from 517 to about 436 cm/s, and the edge length $L$ from 2.36 to 2.17 mm; the values given earlier hold when the excess density is small compared with the doping. Even if the carriers diffused as slowly as holes, with a mobility of 450 cm²/Vs, the delay $W^2/(12D)$ would be 2.3 µs, still near 0.1% of the lifetime. The negative charge in the oxide draws holes towards the surface and disturbs the silicon over a few screening lengths of 49 nm, a tiny part of $W$. The surface loss can therefore be expressed through an effective $S$ at the inner edge of that layer. In general this $S$ depends on the excess density; here it is taken as constant.

**Temperature.** If $S$ grew in proportion to the thermal velocity, that is as $\sqrt T$, the surface lifetime at 350 K would be 1.67 ms. That figure leaves out changes in the charge and the defects at the interface, and any dependence of $S$ on the excess density. It also leaves out that a fixed charge keeps electrons away from the surface less effectively as the temperature rises, which increases the effective $S$ further. This effect is the larger of the two. While the hole layer under a charge $Q$ per area is not degenerate, its surface density is about $Q^2/(2\varepsilon k_BT)$, so at fixed $np$ the electron density at the surface grows as $T$, $S$ grows as $T^{3/2}$, and the lifetime at 350 K would be about 1.43 ms. For charges of $5\times10^{12}$ elementary charges per cm² and above, the hole layer is degenerate and the drop is larger still. The figure of 1.67 ms is therefore an illustration of one effect and not a prediction for a real film.

The numerical output below lists the values used here.

## Computed results

```
thickness W = 180 um
surface velocity S = 5.0 cm/s
temperature = 300 K, kT = 0.02585 eV
electron mobility = 1200 cm2/Vs
diffusivity D = 31.02 cm2/s
b = S W/(2D) = 1.451e-03
simple lifetime W/(2S) = 1.8000 ms
exact surface lifetime = 1.8009 ms
finite-volume lifetime = 1.8009 ms
steady-light lifetime = 1.8009 ms
W^2/(12 D) = 0.870 us
W^2/(pi^2 D) = 1.058 us
second mode lifetime = 1.057 us
S for 5% error, 0.3 D/W = 517 cm/s
actual error at that S = 5.05 %
S = 1000 cm/s: simple 9.000 us, exact 9.886 us
S = 100000 cm/s: simple 0.090 us, exact 1.132 us
faces 2 and 8 cm/s: lifetime = 1.8018 ms
one face 1e6 cm/s: lifetime = 4.24 us
acceptor density = 7.0e+15 cm^-3
excess density = 1.0e+15 cm^-3
radiative coefficient = 5.0e-15 cm3/s
Auger coefficient = 1.0e-30 cm6/s
defect lifetime = 3.0 ms
radiative lifetime = 25.0 ms
Auger lifetime = 15.6 ms
lifetime, surface+radiative+Auger = 1.52 ms
lifetime with defects too = 1.01 ms
S inferred if bulk is ignored = 8.93 cm/s
flash decay: simulated rate = 992.1 1/s
flash decay: sum of rates = 992.1 1/s
texture area factor = 1.732
textured surface lifetime = 1.04 ms
sphere rate/(S area/volume) = 0.99971
wafer side a = 156 mm
diffusion length L = 2.36 mm
bare-edge loss: 4L/a = 6.06 %
bare-edge loss: series = 5.94 %
hole mobility = 450 cm2/Vs
W^2/(12 D) with hole D = 2.32 us
relative permittivity = 11.7
screening length = 49 nm
screening length / W = 2.7e-04
W^2/(12 D) at 350 K = 1.08 us
surface lifetime at 350 K = 1.67 ms
```
